# Lieb-Wu energy at strong coupling and the fourth-order spin chain

## Problem

Electrons on a long chain of $L$ sites hop between nearest neighbours and repel each other on the same site:
$$
H=V+UD,\qquad V=-t\sum_{i,\sigma}\left(c^\dagger_{i\sigma}c_{i+1,\sigma}+c^\dagger_{i+1,\sigma}c_{i\sigma}\right),\qquad D=\sum_i n_{i\uparrow}n_{i\downarrow},
$$
with $t,U>0$, no magnetic field and one electron per site. The ground-state energy per site for $L\to\infty$ is the Lieb-Wu integral
$$
e=-4t\int_0^\infty \frac{J_0(\omega)J_1(\omega)}{\omega\left[1+e^{\omega U/2t}\right]}\,d\omega ,
$$
where $J_0$ and $J_1$ are Bessel functions. For the nearest-neighbour Heisenberg antiferromagnet, with spins in units of $\hbar$, the ground-state correlations are
$$
c_1=\langle\mathbf S_0\cdot\mathbf S_1\rangle=\tfrac14-\ln2,\qquad
c_2=\langle\mathbf S_0\cdot\mathbf S_2\rangle=\tfrac14-4\ln2+\tfrac94\zeta(3).
$$
The integral and the two correlations are given.

(a) Expand $e$ for large $U/t$ through order $t^4/U^3$. For which $U$ does the full series converge?

(b) Derive the spin Hamiltonian to the same order and obtain both terms of $e$ from it.

(c) Evaluate the result for the model parameters $t=300$ meV and $U=3000$ meV.

## First estimate by scaling

At large $U$ each site holds one electron. A hop costs $U$ and a second hop must repair it, so the leading energy scales as $-t^2/U$. The next correction contains two more hops and two more denominators and scales as $t^4/U^3$. Two sites supply the numerical factors.

Take the singlet $(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}-c^\dagger_{1\downarrow}c^\dagger_{2\uparrow})|0\rangle/\sqrt2$. Moving the electron from site 2 to site 1 gives $-t\,c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}|0\rangle$ from the first part. The second part, with its minus sign and the exchange of two operators, gives the same. The amplitude is therefore $-\sqrt2\,t$, and the opposite hop gives $-\sqrt2\,t$ for double occupation of site 2. The singlet thus couples to one normalized charge state with strength $2t$. In a triplet the two parts cancel. The lower singlet energy is
$$
E_s=\frac U2-\frac U2\sqrt{1+\frac{16t^2}{U^2}}
=-\frac{4t^2}{U}+\frac{16t^4}{U^3}+O\!\left(\frac{t^6}{U^5}\right).
$$

There is one bond per site. If a bond is a singlet with probability $p$, and bonds are treated as independent, then
$$
e\approx p\left(-\frac{4t^2}{U}+\frac{16t^4}{U^3}\right).
$$
In a Néel state, with alternating up and down spins, $p=1/2$. The ground state of the leading-order chain minimizes $-4pt^2/U$, so it has $1/2\le p\le1$. The estimate puts the first coefficient between $-4$ and $-2$ and the second between 8 and 16. It also predicts their ratio, $-4$, independently of $p$. What it leaves out is any process that uses two neighbouring bonds together.

## Solution

### Expansion of the integral

The series $J_0(\omega)=\sum_j(-1)^j(\omega/2)^{2j}/(j!)^2$ gives
$$
J_0^2=\sum_{k\ge0}(-1)^k\left(\frac\omega2\right)^{2k}\sum_{j=0}^k\frac1{(j!)^2[(k-j)!]^2}
=\sum_{k\ge0}\frac{(-1)^k(2k)!}{(k!)^4}\left(\frac\omega2\right)^{2k},
$$
because $\sum_j\binom kj^2=\binom{2k}k$. Since $J_0'=-J_1$, we have $J_0J_1=-\frac12(J_0^2)'$, and hence
$$
\frac{J_0J_1}{\omega}=\sum_{k\ge1}\frac{(-1)^{k+1}k(2k)!}{(k!)^4\,4^k}\,\omega^{2k-2}
=\frac12-\frac{3\omega^2}{16}+\frac{5\omega^4}{192}-\cdots .
$$

Set $a=U/2t$ and $x=a\omega$. The required moments are
$$
\int_0^\infty\frac{\omega^{n-1}}{1+e^{a\omega}}\,d\omega=\frac{\Gamma(n)\eta(n)}{a^n},\qquad
\eta(n)=\sum_{m\ge1}\frac{(-1)^{m+1}}{m^n}.
$$
For $n=1$ the integral over $x$ is $[-\ln(1+e^{-x})]_0^\infty=\ln2$. For $n>1$, expand $1/(1+e^x)=\sum_m(-1)^{m+1}e^{-mx}$ and integrate each term. Subtracting the even terms of $\zeta(n)$ twice gives $\eta(n)=(1-2^{1-n})\zeta(n)$, so $\eta(3)=\frac34\zeta(3)$ and $\eta(5)=\frac{15}{16}\zeta(5)$.

The first three contributions to $e$ are
$$
-4t\cdot\frac12\cdot\ln2\cdot\frac{2t}{U}=-4\ln2\,\frac{t^2}{U},
$$
$$
-4t\left(-\frac3{16}\right)\cdot2\cdot\frac34\zeta(3)\cdot\frac{8t^3}{U^3}=9\zeta(3)\frac{t^4}{U^3},
$$
$$
-4t\cdot\frac5{192}\cdot24\cdot\frac{15}{16}\zeta(5)\cdot\frac{32t^5}{U^5}=-75\zeta(5)\frac{t^6}{U^5}.
$$
Therefore
$$
e=-4\ln2\,\frac{t^2}{U}+9\zeta(3)\frac{t^4}{U^3}+O\!\left(\frac{t^6}{U^5}\right).
$$

For convergence, replace every term of the Bessel series by its absolute value. The sum becomes $I_0(\omega)I_1(\omega)/\omega$, with modified Bessel functions. Comparing power series gives $I_0\le e^\omega$ and $I_1\le(\omega/2)I_0$, so this sum is at most $e^{2\omega}/2$. The remaining factor is below $e^{-a\omega}$. For $a>2$, that is $U>4t$, the product is integrable and termwise integration is allowed. The ratio of successive terms in $e$ approaches $16t^2/U^2$ in magnitude, so the series diverges for $U<4t$, although the integral itself stays finite. At $U=4t$ the $k$-th term has magnitude $4t\,\eta(2k-1)\binom{2k}k^2/[16^k(2k-1)]$. Since $\binom{2k}k\approx4^k/\sqrt{\pi k}$ for large $k$, it falls as $1/k^2$ and the series still converges. The full series therefore converges for $U\ge4t$.

### Elimination of the charge states

Let $P$ project on states with one electron on every site, and let $Q=1-P$. Write $\phi=P\psi$ and $\chi=Q\psi$. Since one hop leaves the $P$ space, $PVP=0$, and the Schrödinger equation reads
$$
E\phi=PV\chi,\qquad (E-UD-QVQ)\chi=QV\phi .
$$
Keep $L$ fixed while expanding in $t$. With $R=-Q/(UD)$ we have $Q/(E-UD)=R-ER^2+\cdots$, and $E$ is of order $t^2/U$. Solving for $\chi$ and inserting it gives, through fourth order,
$$
E\phi=\left[H_2+A_4-EB\right]\phi,
$$
$$
H_2=PVRVP,\qquad A_4=PVRVRVRVP,\qquad B=PVR^2VP .
$$
There is no third-order term. On an open chain or a ring with even $L$, each hop changes the number of electrons on the even sites by one, so a return to $P$ takes an even number of hops. On a ring with odd $L$, a return after an odd number of hops has to go around the whole ring and takes at least $L$ hops.

Move $EB\phi$ to the left and set $\phi'=(1+B)^{1/2}\phi$. The energy is then an eigenvalue of the Hermitian operator
$$
(1+B)^{-1/2}(H_2+A_4)(1+B)^{-1/2}=H_2+A_4-\tfrac12(BH_2+H_2B)+\cdots .
$$
After one hop $D=1$, so $H_2=-PV^2P/U$ and $B=PV^2P/U^2=-H_2/U$. The fourth-order operator is therefore
$$
H_4=A_4+\frac{H_2^2}{U}.
$$

### Which bonds can take part

On an open chain, the charge to the left of any bond is the same before and after the process. The bond is crossed equally often in both directions, hence an even number of times. Four hops can use at most two different bonds. On a ring a net current around the whole ring would need at least $L$ hops, so for $L>4$ the conclusion is the same.

**One bond.** Let $\Pi_{ij}=\frac14-\mathbf S_i\cdot\mathbf S_j$, which is 1 for a singlet and 0 for a triplet. The two-site energy found above gives
$$
H_2=-\frac{4t^2}{U}\sum_i\Pi_{i,i+1},
$$
and a fourth-order term $+(16t^4/U^3)\Pi_{i,i+1}$ for each bond.

**Two bonds without a common site.** Write $w_b=4t^2\Pi_b$ for two successive hops on bond $b$. In $A_4$ the first two hops must be on different bonds, since otherwise the state would return to $P$ and be removed by $Q$. Either bond can be excited first and either repaired first, which makes four orders. The denominators give $(-1/U)(-1/2U)(-1/U)$ each time. The sum is $-2w_bw_{b'}/U^3$. The cross terms of $H_2^2/U$ give $+2w_bw_{b'}/U^3$, and the two cancel. Distant bonds do not interact.

**Two bonds with a common site.** Three sites suffice. Total spin and reflection are conserved, and they separate the quartet from two doublets, which for $S^z=1/2$ are
$$
|T\rangle=\frac{2|\!\uparrow\downarrow\uparrow\rangle-|\!\uparrow\uparrow\downarrow\rangle-|\!\downarrow\uparrow\uparrow\rangle}{\sqrt6},\qquad
|S\rangle=\frac{|\!\uparrow\uparrow\downarrow\rangle-|\!\downarrow\uparrow\uparrow\rangle}{\sqrt2}.
$$
The creation operators are ordered by site. The outer spins form a triplet in $|T\rangle$ and a singlet in $|S\rangle$.

Label charge states by their occupations:
$$
|201\rangle=c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}c^\dagger_{3\uparrow}|0\rangle,\quad
|120\rangle=c^\dagger_{1\uparrow}c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}|0\rangle,\quad
|210\rangle=c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}c^\dagger_{2\uparrow}|0\rangle .
$$
If $\alpha$ denotes the spin amplitudes, one hop produces
$$
v_{201}=-t(\alpha_{\uparrow\downarrow\uparrow}-\alpha_{\downarrow\uparrow\uparrow}),\qquad
v_{120}=-t(\alpha_{\uparrow\uparrow\downarrow}-\alpha_{\uparrow\downarrow\uparrow}).
$$
The minus signs inside the brackets come from exchanging two creation operators. A second hop takes both states to $|210\rangle$: from $|201\rangle$ with amplitude $-t$, and from $|120\rangle$ with amplitude $+t$, again because of one exchange. Hence $v_{210}=-tv_{201}+tv_{120}$. The mirror images contribute equal squares.

For $|T\rangle$, $v_{201}=-3t/\sqrt6$ and $v_{120}=3t/\sqrt6$. The squared norm after one hop is $4\cdot\frac32t^2=6t^2$. The two paths add to $v_{210}=\sqrt6\,t^2$, so the squared norm after two hops outside $P$ is $2\cdot6t^4=12t^4$.

For $|S\rangle$, $v_{201}=v_{120}=-t/\sqrt2$. The squared norm after one hop is $2t^2$, and the two paths to $|210\rangle$ cancel.

All these charge states have $D=1$. Thus $A_4$ contributes minus the second squared norm over $U^3$, and $H_2^2/U$ contributes the square of the first over $U^3$:
$$
E_4(T)=(36-12)\frac{t^4}{U^3}=24\frac{t^4}{U^3},\qquad
E_4(S)=(4-0)\frac{t^4}{U^3}=4\frac{t^4}{U^3}.
$$
The quartet has zero energy because equal spins cannot share a site.

Now subtract the one-bond terms $16(\Pi_{12}+\Pi_{23})t^4/U^3$. From the total spin, $\mathbf S_2\cdot(\mathbf S_1+\mathbf S_3)$ is $\frac12(\frac34-2-\frac34)=-1$ in $|T\rangle$ and 0 in $|S\rangle$. The sum of the two projectors is therefore $\frac32$ and $\frac12$, and the one-bond terms give 24 and 8. What remains is 0 for the quartet, 0 for $|T\rangle$ and $-4$ for $|S\rangle$, in units of $t^4/U^3$. That is the operator $-4\Pi_{13}$.

Collecting the terms,
$$
H_{\rm eff}=\sum_i\left[J_1\left(\mathbf S_i\cdot\mathbf S_{i+1}-\tfrac14\right)+J_2\left(\mathbf S_i\cdot\mathbf S_{i+2}-\tfrac14\right)\right],
$$
$$
J_1=\frac{4t^2}{U}-\frac{16t^4}{U^3},\qquad J_2=\frac{4t^4}{U^3}.
$$
Both couplings are antiferromagnetic in the strong-coupling regime, so $J_2$ opposes the parallel alignment of second neighbours that $J_1$ favours. On a lattice with four-site loops the bond argument fails, since four hops can go once around a loop; further terms then have to be considered.

### Energy of the spin chain

On a finite ring, the fourth-order operator changes the energy in first order by its expectation value in the ground state of $H_2$. The change of that state contributes in second order, at
$$
\frac{(t^4/U^3)^2}{t^2/U}=\frac{t^6}{U^5}.
$$
We take $L\to\infty$ separately in each coefficient. The Heisenberg correlations then suffice:
$$
e=J_1\left(c_1-\tfrac14\right)+J_2\left(c_2-\tfrac14\right)
$$
$$
=-\ln2\left(\frac{4t^2}{U}-\frac{16t^4}{U^3}\right)+\frac{4t^4}{U^3}\left(-4\ln2+\frac94\zeta(3)\right)
=-4\ln2\,\frac{t^2}{U}+9\zeta(3)\frac{t^4}{U^3}.
$$
The logarithms at fourth order cancel, and both terms agree with the integral.

This comparison could also be read backwards, to deduce $c_2$ from $e$. It checks the spin Hamiltonian only if $c_2$ is known independently. Diagonalized Heisenberg rings of 10, 14 and 18 sites, extrapolated in $1/L^2$ and $1/L^4$, give $c_1=-0.44314$ and $c_2=0.18202$; the closed forms are $-0.443147$ and $0.182039$. With the ring values the fourth-order coefficient is 10.8184, against $9\zeta(3)=10.8185$. The last digits depend on the sizes chosen: other triples of even rings between 8 and 20 sites give $c_2$ from 0.18198 to 0.18203 and a coefficient from 10.8182 to 10.8185.

A separate test compares all 20 spin levels with $S^z=0$ of a six-site Hubbard ring with those of $H_{\rm eff}$. When $U/t$ goes from 40 to 80 at fixed $t$, the largest error falls by a factor 31.51, close to the $2^5=32$ expected of an error of order $t^6/U^5$. The numerical output below contains these checks.

### The numerical case

For $t=300$ meV and $U=3000$ meV, $t^2/U=30$ meV and $t^4/U^3=0.3$ meV. Then
$$
J_1=120-4.8=115.2\ \text{meV},\qquad J_2=1.2\ \text{meV}.
$$
The energies per site are
$$
e_2=-2.77259\times30=-83.18\ \text{meV},\qquad
e_4=10.8185\times0.3=3.25\ \text{meV},
$$
with the sum $-79.93$ meV. The full integral gives $-80.15$ meV, or $-1.284\times10^{-20}$ J. The second-order term alone is too low by 3.03 meV, or 3.8% of the full value; with the fourth-order term the error is 0.21 meV, or 0.27%. The sixth-order term, $-0.23$ meV, slightly exceeds the remaining $-0.21$ meV in magnitude; higher orders supply the small difference.

Closer to the convergence limit, at $U/t=5$, the two terms give
$$
\frac et\approx-\frac{2.77259}{5}+\frac{10.8185}{125}=-0.4680,
$$
against $-0.4865$ from the integral. The error is now 3.8% of the full value. Convergence of the infinite series does not make two terms accurate.

## Comparison of estimate and solution

For the parameters above, the scaling estimate gave a second-order energy between $-120$ and $-60$ meV and a fourth-order energy between 2.4 and 4.8 meV. The results, $-83.18$ and 3.25 meV, lie inside these ranges. The Néel value $p=1/2$ misses 28% of the second-order energy and 26% of the fourth-order energy, because a product state has no quantum fluctuations of the spins.

The solution also shows what $p$ is: $p=\frac14-c_1=\ln2\approx0.693$. With this value the independent-bond estimate reproduces the second-order term and gives $16\ln2=11.0904$ for the fourth-order coefficient. The difference from 10.8185 is the second-neighbour contribution, $4(c_2-\frac14)=-0.2718$, which is the part the estimate left out.

This contribution is small for two reasons. The coupling $J_2$ is a quarter of the fourth-order change in $J_1$. In addition, second neighbours are rarely in a singlet: the probability is $\frac14-c_2=0.068$, a tenth of that for first neighbours. The ratio of the two energy coefficients is therefore $-3.90$ instead of the estimated $-4$. At this order the reduction of the superexchange energy is mainly the saturation already present on two sites, and the two-bond terms together lower this two-site part by about 2.5% of its value. This small figure is a remainder. On three sites $A_4$ is $-8(\Pi_{12}+\Pi_{23})+4\Pi_{13}$ and the cross terms of $H_2^2/U$ are $8(\Pi_{12}+\Pi_{23})-8\Pi_{13}$, in units of $t^4/U^3$. In the chain they give $-10.82$ and $+10.55$ per site, which nearly cancel.

## Numbers as computed

```
CHECKS (energies in units of t unless stated)
6-site ring, U/t=8, diagonalization, E/L: -0.34135515 t
6-site ring, U/t=8, Bethe equations, E/L: -0.34135515 t
Bethe equations, L=30 and 62 extrapolated: -0.3275302 t
Lieb-Wu integral, U/t=8: -0.3275305 t
U/t used to extract coefficients: 200 (no unit)
t^2/U coefficient from integral: -2.77232 (no unit)
-4 ln2: -2.77259 (no unit)
t^4/U^3 coefficient from integral: 10.8166 (no unit)
9 zeta(3): 10.8185 (no unit)
t^6/U^5 coefficient from integral: -77.752 (no unit)
-75 zeta(5): -77.770 (no unit)
80-term series at U/t=5: -0.4864800343 t
Lieb-Wu integral at U/t=5: -0.4864800343 t
3 sites, outer triplet, 4th order: 23.9958 t^4/U^3
3 sites, outer singlet, 4th order: 3.9996 t^4/U^3
6-site level error ratio, U/t 40 to 80: 31.51
6-site first-order ground error ratio: 31.51
Heisenberg ring L=10: c1=-0.451545, c2=0.190550
Heisenberg ring L=14: c1=-0.447396, c2=0.186239
Heisenberg ring L=18: c1=-0.445708, c2=0.184538
c1 extrapolated: -0.44314; closed form: -0.443147
c2 extrapolated: 0.18202; closed form: 0.182039
t^4/U^3 coefficient from ring data: 10.8184
first-neighbour part, 16 ln2: 11.0904 (no unit)
second-neighbour part, 4(c2-1/4): -0.2718 (no unit)
WORKED EXAMPLE
t: 300 meV
U: 3000 meV
U/t: 10 (no unit)
t^4/U^3: 0.3000 meV
J1: 115.200 meV
J2: 1.200 meV
J2/J1: 0.01042 (no unit)
second-order energy per site: -83.1777 meV
4th order, first-neighbour part: 3.3271 meV
4th order, second-neighbour part: -0.0816 meV
fourth-order energy per site: 3.2456 meV
sum of both orders per site: -79.9321 meV
full Lieb-Wu energy per site: -80.1465 meV
full Lieb-Wu energy per site: -1.2841e-20 J
full minus two terms: -0.2144 meV
sixth-order term: -0.2333 meV
```
